# Energy and mass of the weak-coupling Fröhlich polaron: a numerical check

```python
"""
Weak-coupling Froehlich polaron from a polarisable continuum.

Result under test (atomic units, Gaussian electrostatics):
  |V_q|^2 = 2 pi w kappa / (volume q^2),  kappa = 1/eps_inf - 1/eps_0
  alpha   = kappa sqrt(m / (2 w))
  E(p)    = p^2/(2m) - alpha w arcsin(u)/u,  u = p / sqrt(2 m w) < 1
so that E(0) = -alpha w and, to first order in alpha in the inverse mass,
  1/m_polaron = (1 - alpha/6)/m.
Symbols: w longitudinal phonon frequency, m band mass, p total momentum,
eps_inf and eps_0 high-frequency and static dielectric constants.
The energy zero is the band edge without lattice coupling.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf

hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_ang = constants.physical_constants["Bohr radius"][0] * 1e10

# Round model parameters
eps_inf, eps_0 = 5.0, 8.0
phonon_ev = 0.04
mass = 0.1
lattice_ang = 6.0

w = phonon_ev / hartree_ev
kappa = 1 / eps_inf - 1 / eps_0
alpha = kappa * np.sqrt(mass / (2 * w))
length = 1 / np.sqrt(2 * mass * w)
coupling = 2 * np.pi * w * kappa      # |V_q|^2 * volume * q^2

# Continuum energy at fixed D: relaxed energy, stiffness and linear coupling
s, D, g, wt, ei = sp.symbols("s D gamma w_TO eps_inf", positive=True)
density = wt**2 * s**2 / 2 + (D - 4 * sp.pi * g * s)**2 / (8 * sp.pi * ei)
s_min = sp.solve(sp.diff(density, s), s)[0]
static_eps = ei + 4 * sp.pi * g**2 / wt**2
assert sp.simplify(density.subs(s, s_min)
                   - D**2 / (8 * sp.pi * static_eps)) == 0
stiffness = sp.diff(density, s, 2)
linear = -sp.diff(density, s, D)
kappa_sym = 1 / ei - 1 / static_eps
assert sp.simplify(linear**2 - stiffness * kappa_sym / (4 * sp.pi)) == 0

# Longitudinal frequency as the zero of the dielectric function
w_to = w * np.sqrt(eps_inf / eps_0)


def dielectric(freq):
    return eps_inf + (eps_0 - eps_inf) * w_to**2 / (w_to**2 - freq**2)


w_zero = brentq(dielectric, 1.01 * w_to, 3 * w_to, xtol=1e-15)
assert abs(w_zero / w - 1) < 1e-9

# Phonon-mediated interaction against the dielectric function
for ratio in (0.0, 0.35, 1.7):
    freq = ratio * w
    mediated = 2 * coupling * w / (freq**2 - w**2)
    screened = 4 * np.pi * (1 / dielectric(freq) - 1 / eps_inf)
    assert abs(mediated / screened - 1) < 1e-10


# Rigid Gaussian charge of width 1 bohr: real-space field energy difference
def enclosed(r):
    return erf(r / np.sqrt(2)) - np.sqrt(2 / np.pi) * r * np.exp(-r * r / 2)


field_energy = quad(lambda r: enclosed(r)**2 / (2 * r * r), 0, np.inf,
                    epsabs=1e-11, epsrel=1e-10)[0]
static_real = (1 / eps_0 - 1 / eps_inf) * field_energy
static_phonon = -quad(lambda q: coupling * np.exp(-q * q)
                      / (2 * np.pi**2 * w), 0, np.inf)[0]
assert abs(static_real / static_phonon - 1) < 1e-7

# Second-order momentum integral, done numerically in atomic units
nodes, weights = np.polynomial.legendre.leggauss(80)


def shift_integral(p, k_max=np.inf):
    def radial(k):
        q = k / length
        gap = w + q * q / (2 * mass) - p * q * nodes / mass
        return coupling * np.sum(weights / gap) / (4 * np.pi**2 * length)
    return -quad(radial, 0, k_max, epsabs=0, epsrel=1e-11, limit=200)[0]


shift_zero = shift_integral(0.0)
assert abs(shift_zero / (-alpha * w) - 1) < 1e-8
dispersion = []
for u in (0.25, 0.5, 0.75):
    p = u / length
    numeric = shift_integral(p)
    formula = -alpha * w * np.arcsin(u) / u
    assert abs(numeric / formula - 1) < 1e-8
    dispersion.append((u, p, p * p / (2 * mass), numeric))


# Mass from the curvature of the numerical energy
def curvature(u):
    p = u / length
    return 2 * (shift_integral(p) - shift_zero) / p**2


inverse_mass = 1 / mass + (4 * curvature(0.05) - curvature(0.1)) / 3
mass_numeric = 1 / inverse_mass
mass_ratio_form = mass / (1 - alpha / 6)
mass_linear_form = mass * (1 + alpha / 6)
assert abs(mass_numeric / mass_ratio_form - 1) < 1e-5

# Phonon number in the cloud and effect of a momentum cutoff
phonon_number = quad(lambda k: coupling / (2 * np.pi**2 * length)
                     / (w + (k / length)**2 / (2 * mass))**2,
                     0, np.inf, epsabs=0, epsrel=1e-10)[0]
assert abs(phonon_number / (alpha / 2) - 1) < 1e-8
k_cut = np.pi / (lattice_ang / bohr_ang) * length
kept = shift_integral(0.0, k_cut) / shift_zero
assert abs(kept - 2 / np.pi * np.arctan(k_cut)) < 1e-8

# Few-mode polaron in units w = 2m = 1: diagonalization against perturbation
mode_k = np.array([-1.2, -0.5, 0.6, 1.1])
mode_v = np.array([0.5, 0.6, 0.4, 0.7])
total_p = 0.3
states = [n for n in itertools.product(range(5), repeat=4) if sum(n) <= 4]
index = {n: i for i, n in enumerate(states)}


def few_mode_energy(strength):
    ham = np.zeros((len(states), len(states)))
    for n, i in index.items():
        ham[i, i] = (total_p - np.dot(mode_k, n))**2 + sum(n) - total_p**2
        for mode in range(4):
            up = list(n)
            up[mode] += 1
            j = index.get(tuple(up))
            if j is not None:
                element = strength * mode_v[mode] * np.sqrt(up[mode])
                ham[i, j] = ham[j, i] = element
    return np.linalg.eigvalsh(ham)[0]


d1 = 1 + mode_k**2 - 2 * total_p * mode_k
pair_k = mode_k[:, None] + mode_k[None, :]
d2 = 2 + pair_k**2 - 2 * total_p * pair_k
v2 = mode_v**2
second = -np.sum(v2 / d1)
fourth = (-np.sum(np.outer(v2, v2) / d2
                  * (1 / d1[:, None]**2 + 1 / np.outer(d1, d1)))
          + np.sum(v2 / d1) * np.sum(v2 / d1**2))
strength = 0.02
exact_modes = few_mode_energy(strength)
second_numeric = exact_modes / strength**2
fourth_numeric = (exact_modes - strength**2 * second) / strength**4
assert abs(second_numeric / second - 1) < 1e-3
# The remaining relative error is of order strength squared
assert abs(fourth_numeric / fourth - 1) < 1e-2


# Fourth-order energy coefficient of the continuum polaron at p = 0
def fourth_coefficient(count):
    x, wx = np.polynomial.legendre.leggauss(count)
    theta = np.pi * (x + 1) / 4
    k = np.tan(theta)
    wk = wx * np.pi / 4 * (1 + k * k)
    a, b = k[:, None], k[None, :]
    da, db = 1 + a * a, 1 + b * b
    mean = np.log1p(4 * a * b / (2 + (a - b)**2)) / (4 * a * b)
    crossed = np.sum(np.outer(wk, wk) * mean * (1 / da**2 + 1 / (da * db)))
    product = np.sum(wk / (1 + k * k)) * np.sum(wk / (1 + k * k)**2)
    return 4 / np.pi**2 * (product - crossed)


c4_coarse, c4 = fourth_coefficient(250), fourth_coefficient(500)
assert abs(c4 - c4_coarse) < 1e-5
assert c4 < 0

print(f"eps_inf, eps_0 (dimensionless): {eps_inf:.1f}, {eps_0:.1f}")
print(f"phonon energy: {phonon_ev:.4f} eV")
print(f"transverse phonon energy: {w_to * hartree_ev:.5f} eV")
print(f"band mass: {mass:.4f} electron masses")
print(f"lattice constant: {lattice_ang:.1f} angstrom")
print(f"kappa: {kappa:.4f} (dimensionless)")
print(f"alpha: {alpha:.5f} (dimensionless)")
print(f"polaron length: {length * bohr_ang:.3f} angstrom")
print(f"static energy, real space: {static_real * hartree_ev:.6f} eV")
print(f"static energy, phonon sum: {static_phonon * hartree_ev:.6f} eV")
print(f"energy shift, integral: {shift_zero * hartree_ev:.7f} eV")
print(f"energy shift, formula: {-alpha * w * hartree_ev:.7f} eV")
print(f"mass from curvature: {mass_numeric:.6f} electron masses")
print(f"mass m/(1-alpha/6): {mass_ratio_form:.6f} electron masses")
print(f"mass m(1+alpha/6): {mass_linear_form:.6f} electron masses")
print(f"phonon number: {phonon_number:.5f} (dimensionless)")
print(f"cutoff times polaron length: {k_cut:.3f} (dimensionless)")
print(f"energy fraction below cutoff: {kept:.5f} (dimensionless)")
for u, p, band, shift in dispersion:
    print(f"u={u:.2f}: p={p / bohr_ang:.6f} 1/angstrom")
    print(f"  band energy: {band * hartree_ev:.6f} eV")
    print(f"  lattice shift: {shift * hartree_ev:.6f} eV")
    print(f"  total energy: {(band + shift) * hartree_ev:.6f} eV")
print(f"few modes, E2 diagonalized: {second_numeric:.6f} phonon energies")
print(f"few modes, E2 formula: {second:.6f} phonon energies")
print(f"few modes, E4 diagonalized: {fourth_numeric:.6f} phonon energies")
print(f"few modes, E4 formula: {fourth:.6f} phonon energies")
print(f"continuum c4: {c4:.5f} (dimensionless)")
print(f"fourth-order energy: {c4 * alpha**2 * phonon_ev:.7f} eV")
print(f"fourth/second order ratio: {-c4 * alpha:.5f} (dimensionless)")
print("all good")
```

It prints:

```
eps_inf, eps_0 (dimensionless): 5.0, 8.0
phonon energy: 0.0400 eV
transverse phonon energy: 0.03162 eV
band mass: 0.1000 electron masses
lattice constant: 6.0 angstrom
kappa: 0.0750 (dimensionless)
alpha: 0.43741 (dimensionless)
polaron length: 30.863 angstrom
static energy, real space: -0.575714 eV
static energy, phonon sum: -0.575714 eV
energy shift, integral: -0.0174965 eV
energy shift, formula: -0.0174965 eV
mass from curvature: 0.107863 electron masses
mass m/(1-alpha/6): 0.107863 electron masses
mass m(1+alpha/6): 0.107290 electron masses
phonon number: 0.21871 (dimensionless)
cutoff times polaron length: 16.160 (dimensionless)
energy fraction below cutoff: 0.96065 (dimensionless)
u=0.25: p=0.008100 1/angstrom
  band energy: 0.002500 eV
  lattice shift: -0.017684 eV
  total energy: -0.015184 eV
u=0.50: p=0.016201 1/angstrom
  band energy: 0.010000 eV
  lattice shift: -0.018322 eV
  total energy: -0.008322 eV
u=0.75: p=0.024301 1/angstrom
  band energy: 0.022500 eV
  lattice shift: -0.019784 eV
  total energy: 0.002716 eV
few modes, E2 diagonalized: -0.787516 phonon energies
few modes, E2 formula: -0.787501 phonon energies
few modes, E4 diagonalized: -0.037946 phonon energies
few modes, E4 formula: -0.037946 phonon energies
continuum c4: -0.01592 (dimensionless)
fourth-order energy: -0.0001218 eV
fourth/second order ratio: 0.00696 (dimensionless)
all good
```
